# Line positions from short dipole signals by Padé approximants

A time-dependent calculation of excitons delivers a dipole signal, and the absorption lines are its frequencies. If the propagation stops early, the Fourier transform blurs them. Take two lines at 2.02 and 2.04 eV and a signal lasting $T=30$ fs. The Fourier width $h/T$ is 0.138 eV, almost seven times the splitting. The Fourier sum over the four available samples has a single maximum in the region of the lines, at 2.034 eV, where there is no line. The same four numbers nevertheless contain both positions, provided one knows that the signal consists of two lines and carries little noise.

## The signal

The model is a ring of twelve molecules, each with one electron-hole pair state. In this basis the Bethe-Salpeter Hamiltonian $H$, in the Tamm-Dancoff approximation, has the pair energy 2.03 eV on its diagonal and a transfer element $J=0.005$ eV between neighbours. These are round parameters, not those of a particular material.

The transition dipoles alternate between 1 and 0.2 along the light field. Such a pattern is a sum of a uniform vector and one that alternates in sign, with amplitudes $(1+0.2)/2$ and $(1-0.2)/2$. Both vectors are eigenvectors of $H$: the two neighbours of a site contribute $+2J$ to the first and $-2J$ to the second. Of the twelve excitons only these two are bright, at 2.04 and 2.02 eV. Their weights are proportional to the squared amplitudes:

$$\frac{1.2^2}{1.2^2+0.8^2}=0.6923,\qquad \frac{0.8^2}{1.2^2+0.8^2}=0.3077 .$$

Let $|d\rangle$ be the normalized dipole vector and $E_k$ the exciton energies, measured from a reference of 2.00 eV. Expanding $|d\rangle$ in eigenvectors gives, at times $n\tau$,

$$c_n=\langle d|e^{-iHn\tau/\hbar}|d\rangle=\sum_{k=1}^{K}w_k u_k^n,\qquad u_k=e^{-iE_k\tau/\hbar}. \tag{1}$$

Dark states have zero weight and drop out, so $K=2$. Line 1 is the lower one. With $\tau=10$ fs the samples are

$$\begin{aligned}c_0&=1, & c_1&=0.861954-0.487360i,\\ c_2&=0.493491-0.824736i, & c_3&=0.015627-0.913604i.\end{aligned}$$

## Two lines by hand

Put $s=u_1+u_2$ and $p=u_1u_2$. Both $u_k$ solve $u^2-su+p=0$. Multiplying this equation by $w_ku_k^n$ and summing over $k$ gives $c_{n+2}=s\,c_{n+1}-p\,c_n$. The four samples supply two such equations:

$$c_2=s c_1-p c_0,\qquad c_3=s c_2-p c_1 .$$

To eliminate $p$, multiply the second by $c_0$, the first by $c_1$, and subtract. To eliminate $s$, multiply the second by $c_1$, the first by $c_2$, and subtract. With $\Delta=c_0c_2-c_1^2$ the results are

$$s=\frac{c_0c_3-c_1c_2}{\Delta},\qquad p=\frac{c_1c_3-c_2^2}{\Delta}. \tag{2}$$

The numbers are

$$\begin{aligned}
\Delta&=-0.01195+0.01543i,\\
c_0c_3-c_1c_2&=-0.00780+0.03779i,\\
c_1c_3-c_2^2&=0.00487+0.01890i,
\end{aligned}$$

and hence $s=1.775-0.870i$ and $p=0.6126-0.7904i$. The roots are $s/2\pm\sqrt{s^2/4-p}$, where the square root is $0.067+0.136i$. Thus

$$u_1=0.954-0.299i,\qquad u_2=0.821-0.571i .$$

Their phases are $-0.304$ and $-0.608$ rad. Since $E=-\hbar\arg(u)/\tau$ and $\hbar/\tau=0.4136/(2\pi)=0.0658$ eV, the energies are 0.020 and 0.040 eV above the reference: 2.020 and 2.040 eV.

The weights follow from $w_1+w_2=c_0=1$ and $w_1u_1+w_2u_2=c_1$. Substituting $w_2=1-w_1$ gives

$$w_1=\frac{c_1-u_2}{u_1-u_2}=\frac{0.041+0.084i}{0.133+0.272i}\approx0.31 .$$

In double precision the energies agree with diagonalization of $H$ to within rounding error, below $10^{-15}$ eV.

The magnitude of the Fourier sum first shows two maxima, each within 10 meV of its line, at 17 samples, a duration of 160 fs. The lower maximum is then still 9 meV away from its line. The difference lies in what is assumed. A Fourier sum treats the signal as absent after the last sample, whereas the recurrence continues it as two oscillations. The extra resolution comes from that assumption and stands or falls with it.

The division by $\Delta$ already shows the danger. Inserting (1) into its definition,

$$\Delta=\sum_{k,l}w_kw_l(u_l^2-u_ku_l)=w_1w_2(u_1-u_2)^2, \tag{3}$$

because the terms $k=l$ cancel and the other two add up to $u_1^2+u_2^2-2u_1u_2$. For a close pair, (2) divides one small number by another.

## Any number of lines

Assume $K$ distinct $u_k$, nonzero weights and no noise. For $|z|<1$ the geometric series gives

$$\sum_{n\ge0}c_nz^n=\sum_{k=1}^K\frac{w_k}{1-u_kz}=\frac{P(z)}{Q(z)},\qquad Q(z)=\prod_k(1-u_kz)=\sum_{j=0}^Kq_jz^j .$$

Here $q_0=1$ and $P$ has degree at most $K-1$. The generating function is therefore its own $[K-1/K]$ Padé approximant. Multiply by $Q$ and compare powers $z^n$ for $n\ge K$, where $P$ has no terms:

$$\sum_{j=0}^Kq_jc_{n-j}=0,\qquad n=K,\dots,2K-1. \tag{4}$$

These are $K$ linear equations for $q_1,\dots,q_K$, and they use the samples $c_0$ to $c_{2K-1}$. For $K=2$ they are the equations solved above, with $q_1=-s$ and $q_2=p$. The zeros of $Q$ lie at $z=1/u_k$. In the variable $1/z$ the poles are the $u_k$ themselves, and this is what "pole" means below.

To see that the solution is unique, define the $K\times K$ Hankel matrices $(U_0)_{ij}=c_{i+j}$ and $(U_1)_{ij}=c_{i+j+1}$, with indices from 0. Writing $n=K+i$ and $m=K-j$ turns (4) into

$$\sum_{m=0}^{K-1}c_{i+m}\,q_{K-m}=-c_{K+i},$$

whose matrix is $U_0$. With $V_{kj}=u_k^j$ and $W=\mathrm{diag}(w_k)$, equation (1) reads

$$U_0=V^TWV,\qquad U_1=V^TW\,\mathrm{diag}(u_k)\,V .$$

The Vandermonde matrix $V$ is invertible for distinct $u_k$, and $W$ is invertible for nonzero weights. Hence $U_0$ is invertible and (4) has one solution. Moreover,

$$(U_1-uU_0)b=V^TW\,[\mathrm{diag}(u_k)-u]\,Vb$$

vanishes for some $b\neq0$ precisely when $u$ equals one of the $u_k$. The poles are thus the eigenvalues of

$$U_1b=u\,U_0b. \tag{5}$$

The procedure is as follows.

1. Choose $\tau$ and the reference energy so that the spectrum fits into one window of width $h/\tau$, here 0.4136 eV, centred on the reference. Energies that differ by a multiple of $h/\tau$ have the same $u$ and cannot be told apart.
2. Find $K$. A larger $L\times L$ Hankel matrix also factors as $V^TWV$, with $V$ now $K\times L$ and of rank $K$, so its rank counts the lines. For $L=4$, which takes seven samples, the singular values are 3.6, 0.10 and two below $10^{-15}$: two lines.
3. Solve (5) with $2K$ samples and take $E_k=-\hbar\arg(u_k)/\tau$.
4. Solve $\sum_kw_ku_k^n=c_n$, $n=0,\dots,K-1$, for the weights.

A pole inside the unit circle belongs to a decaying oscillation with amplitude damping $\gamma=-\hbar\ln|u|/\tau$. The algebra above did not use $|u_k|=1$, so truly damped lines are allowed.

## A real dipole has twice as many lines

A real-time calculation usually records a real dipole. Let the ground state $|0\rangle$ have energy zero, let $D=|0\rangle\langle d|+|d\rangle\langle0|$, and apply a weak kick $e^{i\kappa D}$ at $t=0$. For this paragraph $H$ and $E_k$ are absolute. To first order in $\kappa$,

$$|\psi(t)\rangle=|0\rangle+i\kappa\,e^{-iHt/\hbar}|d\rangle ,$$

$$\langle D\rangle(t)=2\,\mathrm{Re}\,[i\kappa\,c(t)]=-2\kappa\,\mathrm{Im}\,c(t)=2\kappa\sum_kw_k\sin(E_kt/\hbar).$$

Since $\sin x=\tfrac i2(e^{-ix}-e^{ix})$, each exciton enters as a line at $E_k$ with weight $i\kappa w_k$ and a mirror line at $-E_k$ with weight $-i\kappa w_k$. There are $2K$ lines, and the inversion above, which treats them all as independent, takes $4K$ samples. The mirror lines must not fall on true ones after folding into the window.

Eight samples of the kicked dipole give four poles. The samples fix their energies only up to multiples of $h/\tau$, so the window must be known beforehand. In the one centred on 2.00 eV they lie at 2.0200, 2.0400, 2.0957 and 2.1157 eV. The last two are mirror images: ten windows of 0.4136 eV minus 2.02 eV is 2.116 eV. For $\kappa>0$ the imaginary part of the weight is positive for true lines and negative for images, which separates the two kinds. A kick of opposite sign reverses both signs.

## What noise does

Let every sample carry an error $\varepsilon_n$, independent, with random phase and mean square $\sigma^2$, on the scale where $c_0=1$. The eigenvector $b$ of line $k$ can be normalized so that $(Vb)_l=\delta_{lk}$. Its components are then the coefficients of the polynomial that is 1 at $u_k$ and 0 at the other poles,

$$Q_k(v)=\prod_{j\ne k}\frac{v-u_j}{u_k-u_j} .$$

Vary (5) to first order and multiply from the left by $b^T$. The matrices are symmetric, so $b^T(U_1-u_kU_0)=0$ and the change of $b$ drops out:

$$b^T(\delta U_1-u_k\,\delta U_0)b=\delta u_k\;b^TU_0b .$$

On the right, $b^TU_0b=(Vb)^TW(Vb)=w_k$. On the left stands $\sum_{ij}b_ib_j(\varepsilon_{i+j+1}-u_k\varepsilon_{i+j})$. The products $b_ib_j$ collect into the coefficients of $Q_k^2$, and the shift by one index acts as multiplication by $v$. Therefore

$$\delta u_k=\frac1{w_k}\sum_mg_m\varepsilon_m,\qquad \sum_mg_mv^m=(v-u_k)\,Q_k(v)^2. \tag{6}$$

From $u=e^{-iE\tau/\hbar}$ follows $\delta E=i\hbar\,\delta u/(\tau u)$. Its real part shifts the position and carries half the mean square. For undamped lines the rms position error is

$$\sigma_{E,k}=\frac{\hbar}{\tau}\,\frac{\sigma}{\sqrt2\,|w_k|}\Big(\sum_m|g_m|^2\Big)^{1/2}.$$

For two lines with splitting $\delta$, put $\theta=\delta\tau/\hbar$. The denominator in $g$ is $(u_1-u_2)^2$, of modulus about $\theta^2$ for small $\theta$. The numerator tends to $(v-u)^3$, whose coefficients have moduli 1, 3, 3, 1 and norm $\sqrt{20}$. So, to leading order in $\theta$,

$$\sigma_{E,k}\approx\sqrt{10}\;\frac{\hbar}{\tau}\,\frac{\sigma}{|w_k|}\,\frac1{\theta^2}. \tag{7}$$

Here $\theta=0.304$, and the weaker line has

$$\frac{3.162\times0.0658\ \text{eV}}{0.3077\times0.304^2}\,\sigma\approx7.3\,\sigma\ \text{eV}.$$

The stronger one has $3.3\,\sigma$ eV. At $\sigma=10^{-4}$ the predicted errors are 0.73 and 0.33 meV, and 4000 random trials reproduce them within the tested tolerance of 6 %. Both lines are then safely resolved.

At $\sigma=10^{-2}$, one per cent of the initial signal, (7) would give 73 and 33 meV, more than the splitting of 20 meV. First-order theory no longer applies, but its warning is right: both lines fall within half a splitting of their true positions in only 5.6 % of the trials. The smaller singular value of $U_0$ is 0.0099, as large as the noise, so the evidence for a second line is buried.

Resolving the pair from these four samples requires $\sigma_E\ll\delta$; a longer signal tolerates more noise. Since $\delta=\theta\hbar/\tau$, (7) turns this into

$$\sigma\ll\frac{|w_k|\,\theta^3}{\sqrt{10}},$$

about 0.003 for the weaker line. Halving the splitting demands eight times less noise. For a cluster of $K$ lines whose spacings all scale with $\theta$, $Q_k^2$ in (6) brings $\theta^{-2(K-1)}$, and the tolerable noise falls as $\theta^{2K-1}$. A small number of lines is therefore not enough: their spacing must also be large enough for the noise present.

Shortening $\tau$ at a fixed number of samples is costly too. Equation (7) varies as $1/(\tau^3\delta^2)$, so half the spacing means eight times the error. A longer $\tau$ therefore helps while $\theta$ is small. It must stay well below the aliasing limit of the pair: as $\theta$ approaches $2\pi$, $u_1$ and $u_2$ meet again and $\Delta$ vanishes.

Can denser sampling of the same 30 fs help? Take 31 samples at 1 fs spacing, each with independent noise $\sigma$, and fit energies, dampings and complex weights by linearized least squares. The errors drop to $3.2\,\sigma$ and $1.4\,\sigma$ eV, a gain of 2.3. Halving the splitting still multiplies them by 4.0.

The reason lies in the functions $f(E)=e^{-iEt/\hbar}$. A shift of line 1 changes the signal by a multiple of $f'(E_1)$. The other parameters can imitate any combination of $f(E_1)$, $f(E_2)$ and $f'(E_2)$. Let $p(E)$ be the quadratic polynomial that matches these three values. Its error is $(E-E_1)(E-E_2)^2f'''/6$ to leading order, and differentiation at $E_1$ gives

$$f'(E_1)-p'(E_1)\approx\frac{\delta^2}{6}f''' .$$

Since $p'(E_1)$ is itself such a combination, only a part of order $\delta^2$ identifies the shift. The error of this fit thus grows as $1/\delta^2$ however densely the interval is sampled.

## What a continuum does

Now let the spectrum be a flat band of width $W$ centred on the reference energy. No finite $K$ is correct, yet (5) still returns $K$ lines. For this case they can be calculated. The signal is

$$s_n=\frac1W\int_{-W/2}^{W/2}e^{-iEn\tau/\hbar}\,dE,\qquad n=1,\dots,2K .$$

The sample $n=0$ is left out, which for true lines merely changes $w_k$ to $w_ku_k$. Substitute $v=e^{-iE\tau/\hbar}$, so that $dE=(i\hbar/\tau)\,dv/v$, and put $\varphi=W\tau/(2\hbar)$, with $\varphi<\pi/2$:

$$s_n=\frac{i\hbar}{\tau W}\int_{e^{i\varphi}}^{e^{-i\varphi}}v^{n-1}\,dv .$$

The path is an arc of the unit circle. For $n\ge1$ the integrand is a polynomial, so by Cauchy's theorem the straight chord gives the same value. On it $v=\cos\varphi-ix\sin\varphi$ with $-1\le x\le1$ and $dv=-i\sin\varphi\,dx$. With $\hbar/(\tau W)=1/(2\varphi)$,

$$s_n=\frac{\sin\varphi}{2\varphi}\int_{-1}^{1}(\cos\varphi-ix\sin\varphi)^{n-1}\,dx .$$

Gauss-Legendre quadrature with $K$ nodes $x_j$ and weights $\omega_j$ is exact for polynomials up to degree $2K-1$, the highest power that occurs here. All $2K$ samples therefore equal

$$s_n=\sum_{j=1}^K\frac{\sin\varphi}{\varphi}\frac{\omega_j}{2}\,u_j^{\,n-1},\qquad u_j=\cos\varphi-ix_j\sin\varphi .$$

This is a sum over $K$ distinct poles with nonzero weights, and by the uniqueness shown above it is what the inversion returns. The false lines have

$$E_j=\frac\hbar\tau\arctan(x_j\tan\varphi),\qquad \gamma_j=-\frac{\hbar}{2\tau}\ln(\cos^2\varphi+x_j^2\sin^2\varphi).$$

For $W=0.1$ eV and $\tau=10$ fs, $\varphi=0.760$. Six samples ($K=3$) give lines at 1.958, 2.000 and 2.042 eV. The middle one has $x=0$ and damping $-0.0658\ln(\cos0.760)=0.021$ eV. Twelve samples ($K=6$) give six lines, at 1.952, 1.963, 1.985, 2.015, 2.037 and 2.048 eV, none of which repeats one of the first three. The flat band has no line at any of these energies: their positions follow from quadrature nodes. The fit nevertheless reproduces every sample used, so a perfect fit is no evidence for lines.

The false lines of this flat band betray themselves in two ways. They move when $K$ changes, and they are damped although the Hamiltonian is Hermitian. One exception to the first sign is the line at the band centre ($x=0$), whose energy is the same for every odd $K$; for even $K$ it is absent. Other band shapes can also give growing poles, with $|u|>1$, which are equally foreign to a Hermitian Hamiltonian. If real decay is present, damping alone no longer marks a line as false. Noise, too, gives a true line an apparent damping or growth: the imaginary part of $\delta E$ has the same rms size $\sigma_E$ as the real part.

A discrete exciton beside a continuum can still be found. Place a line with half the total weight at 1.92 eV, 30 meV below the band edge. The distance of the nearest pole from the true one, multiplied by $\hbar/\tau$, is 1.0 meV for $K=3$ and 0.003 meV for $K=6$, without noise. In this case the exciton settles as $K$ grows, while the band alone gave new positions each time. Repeating the inversion with several $K$, both even and odd, and with noise of the expected size added, is thus a practical check before a pole is called a line. It does not catch the mirror images of a real dipole or lines folded in from outside the window, which stay fixed and undamped as $K$ changes. Mirror images must be excluded by the sign of the weight, and folded lines by the choice of $\tau$.

## Computed values

```
sites 12, site energy 2.03 eV, transfer 0.005 eV
sample spacing 10.0 fs, reference energy 2.00 eV
alias window h/tau: 0.4136 eV
signal duration, 4 samples: 30.0 fs
Fourier width h/T: 0.1379 eV
true bright energies (eV): 2.020000 2.040000
true weights: 0.3077 0.6923
splitting: 0.0200 eV
Fourier width / splitting: 6.89
sample c_0: 1.000000 +0.000000i
sample c_1: 0.861954 -0.487360i
sample c_2: 0.493491 -0.824736i
sample c_3: 0.015627 -0.913604i
Pade energies, 4 samples (eV): 2.020000 2.040000
Pade weights: 0.3077 0.6923
largest energy error: 4.4e-16 eV
4x4 Hankel singular values: 3.6e+00 1.0e-01 2.8e-16 7.0e-17
real dipole, 8 samples, lines (eV): 2.020000 2.040000
real dipole, mirror images (eV): 2.095668 2.115668
Fourier maximum, 4 samples (eV): 2.0341
samples for two Fourier maxima: 17
duration for two Fourier maxima: 160 fs
phase splitting delta*tau/hbar: 0.3039 rad
smaller singular value of 2x2 U0: 0.00990
error per unit noise, full formula (eV): 7.316 3.251
error per unit noise, close pair (eV): 7.327 3.256
error per unit noise, 31 samples (eV): 3.163 1.406
31 samples, factor on halving splitting: 3.996 3.996
low noise 1e-04, high noise 1e-02
number of noise trials: 4000
low noise, predicted rms error (meV): 0.732 0.325
low noise, observed rms error (meV): 0.733 0.326
both lines within half splitting, low: 1.000
both lines within half splitting, high: 0.056
continuum width 0.10 eV, centre 2.00 eV
continuum angle phi: 0.7596 rad
K=3 false energies (eV): 1.9583 2.0000 2.0417
K=3 false dampings (meV): 6.92 21.16 6.92
K=6 false energies (eV): 1.9523 1.9631 1.9853 2.0147 2.0369 2.0477
K=6 false dampings (meV): 2.10 10.22 19.51 19.51 10.22 2.10
exciton below continuum: 1.92 eV, weight 0.5
K=3 exciton pole error: 1.03e+00 meV
K=6 exciton pole error: 2.90e-03 meV
```
